# Why a local LDA vertex in GW mostly shifts absolute energies, part 1

(Sections cited here and not found follow in the second part.)

**Definitions and conventions**

Hartree atomic units are used in formulas, and energies are quoted in eV (1 Ha = 27.2114 eV). The model is the unpolarized electron gas of density \(n=k_F^3/3\pi^2\), with \(\varepsilon_k=k^2/2\), \(\varepsilon_F=k_F^2/2\), \(v=4\pi/q^2\), density of states \(N_0=k_F/\pi^2\) (both spins), \(q_{TF}^2=4\pi N_0\) and \(\omega_p^2=4\pi n\). The Green's function is the free time-ordered one, \(G_0=1/(\omega-\varepsilon_k\mp i\eta)\), the upper sign for occupied states, and the self-energy is evaluated once with it. The Lindhard function is
\[
\chi_0(q,z)=2\!\int\!\frac{d^3p}{(2\pi)^3}\,n_p\Big[\frac{1}{z-\Delta}-\frac{1}{z+\Delta}\Big],\qquad \Delta=\varepsilon_{\mathbf p+\mathbf q}-\varepsilon_p ,
\]
with \(n_p=\theta(k_F-p)\). The LDA kernel \(f=d^2(n\varepsilon_{xc})/dn^2\), from Slater exchange and PW92 correlation, is negative and independent of \(q\) and \(\omega\), and \(u=v+f\).

The gas has no gap, so differences \(E_k-E_{k'}\) stand in for gaps and the chemical potential for absolute energies. \(\Delta\Sigma(k)\) is the change of \(\mathrm{Re}\,\Sigma(k,\varepsilon_k)\) relative to RPA \(G_0W_0\).

**The vertex and three interactions**

Let \(\phi\) be an external potential and \(V=\phi+v\,n\) the classical potential. Hedin's equations define \(\Gamma=-\delta G^{-1}/\delta V\), \(P=\delta n/\delta V\), \(W=v+vPW\) and \(\Sigma=iGW\Gamma\). If the self-energy inside \(G^{-1}\) is the local potential \(v_{xc}(n)\), then \(-\delta G^{-1}=\delta V+f\,\delta n\), so \(\Gamma=1+fP\). The Kohn-Sham electrons respond to \(\delta V+f\delta n=\Gamma\,\delta V\), so \(P=\chi_0\Gamma\). Solving the two equations, and then \(W=v/(1-vP)\),
\[
\Gamma=\frac{1}{1-f\chi_0},\qquad W=\frac{v(1-f\chi_0)}{1-u\chi_0},\qquad W\Gamma=\frac{v}{1-u\chi_0}.
\]
\(\Gamma\) depends on the transferred \(q,\omega\) alone, so it multiplies \(W\) and \(\Sigma\) keeps the \(GW\) form. \(W\) is the potential that a test charge feels from a unit test charge, and \(W\Gamma\) the potential that a Kohn-Sham electron feels from it. Subtracting \(v\), the correlation parts \(W_c\) of the three schemes are
\[
\text{RPA: }\frac{v^2\chi_0}{1-v\chi_0},\qquad \text{both: }\frac{vu\chi_0}{1-u\chi_0},\qquad \text{W only: }\frac{v^2\chi_0}{1-u\chi_0},
\]
where "both" has the vertex in \(W\) and \(\Sigma\). With \(D=(1-u\chi_0)(1-v\chi_0)\), and \((1-v\chi_0)-(1-u\chi_0)=f\chi_0\) in the numerator over the common denominator,
\[
\Delta W_{\rm both}=\frac{vf\chi_0}{D},\qquad \Delta W_{W}=\frac{v^2f\chi_0^2}{D},\qquad \Delta W_{\rm both}=\frac{\Delta W_W}{v\chi_0}.
\]
On the imaginary axis \(\chi_0<0\), so for \(D>0\) the two changes have opposite signs, \(\Delta W_{\rm both}>0>\Delta W_W\). The first is the smaller where \(|v\chi_0|>1\) and the larger where \(|v\chi_0|<1\).

In the static long-wave limit \(\chi_0\to-N_0\), \(v\chi_0\to-q_{TF}^2/q^2\) and \(D\to(v\chi_0)^2\), so
\[
\Delta W_W\to f,\qquad \Delta W_{\rm both}\to |f|\,q^2/q_{TF}^2 .
\]
The reason is charge neutrality. A long-wave static charge is screened completely, so the induced density does not depend on \(f\), and neither does the effective potential \(\delta n/\chi_0\) that the electrons need in order to build it: \(W\Gamma\to1/N_0\), as in RPA. The test charge feels that potential without its exchange-correlation part, \(W\to(1+fN_0)/N_0\), and \(\Gamma\to1/(1+fN_0)\) undoes the factor. Since \(d\mu/dn=1/N_0+f\) and \(1/\kappa=n^2d\mu/dn\), this \(\Gamma\) is the compressibility ratio \(\kappa/\kappa_0\). It is not small: \(1/(1-0.3553)=1.551\) at \(r_s=2\) and \(1/(1-0.7443)=3.91\) at \(r_s=4\).

The cancellation is a low-frequency one. For \(q\to0\) at fixed \(i\nu\), \(\chi_0\to-nq^2/\nu^2\), \(v\chi_0\to-\omega_p^2/\nu^2\), \(f\chi_0\to0\), and
\[
\Delta W_{\rm both}\to\frac{|f|\,\omega_p^2\nu^2}{(\nu^2+\omega_p^2)^2},\qquad \Delta W_W\to\frac{-|f|\,\omega_p^4}{(\nu^2+\omega_p^2)^2},
\]
which are \(\pm|f|/4\) at \(\nu=\omega_p\).

**The self-energy as a line and a residue**

The correlation part is \(\Sigma_c(k,\omega)=i\int\frac{d\omega'}{2\pi}\frac{d^3q}{(2\pi)^3}G_0(\mathbf k+\mathbf q,\omega+\omega')W_c(q,\omega')\). The time-ordered \(W_c\) is even in \(\omega'\), decays as \(\omega'^{-2}\), and has its singularities just below the positive and just above the negative axis. The \(\omega'\) contour is turned counterclockwise onto the imaginary axis, sweeping the first and third quadrants. This needs \(1-u\chi_0\neq0\) there. Transitions between two occupied states cancel in \(\chi_0\), which leaves a sum of terms \(2\Delta/(z^2-\Delta^2)\) with \(\Delta>0\). Its imaginary part has a fixed sign where \(\mathrm{Im}\,z^2>0\), so with real \(u\) there is no zero in the open quadrants. On the imaginary axis \(1-u\chi_0>0\) is automatic for \(u>0\), and for \(u<0\) it was checked on the integration grid at both densities used. This also gives \(D>0\).

Write \(e=\varepsilon_{\mathbf k+\mathbf q}\). \(G_0\) has its pole at \(\omega'=e-\omega\pm i\eta\). An occupied state with \(e>\omega\) puts it in the first quadrant, encircled counterclockwise, and contributes \(\frac{i}{2\pi}2\pi i\,W_c=-W_c\). An empty state with \(e<\omega\) puts it in the third, encircled clockwise, and contributes \(+W_c\). Together,
\[
\Sigma_{\rm res}=\int\!\frac{d^3q}{(2\pi)^3}\,[\theta(\omega-e)-\theta(\varepsilon_F-e)]\,\mathrm{Re}\,W_c(q,|e-\omega|).
\]
On the axis \(\omega'=i\nu\), \(i\,d\omega'=-d\nu\). With \(x\) the cosine between \(\mathbf k\) and \(\mathbf q\), \(\omega-e=a-bx\), \(a=\omega-(k^2+q^2)/2\), \(b=kq\), and \(d^3q/(2\pi)^3=q^2dq\,dx/4\pi^2\). Since \(W_c(q,i\nu)\) is real and even, \(\int_{-\infty}^\infty d\nu/2\pi\to\frac1\pi\mathrm{Re}\int_0^\infty d\nu\), and
\[
\Sigma_{\rm line}=-\!\int_0^\infty\!\frac{q^2dq}{4\pi^3}\int_0^\infty\! d\nu\,W_c(q,i\nu)\,A,
\]
\[
A=\int_{-1}^1\!\frac{(a-bx)\,dx}{(a-bx)^2+\nu^2}=\frac1{2b}\ln\frac{(a+b)^2+\nu^2}{(a-b)^2+\nu^2}.
\]
The exchange part \(\Sigma_x(k)\) is common to the three schemes and drops out of \(\Delta\Sigma\).

On shell, \(\omega=k^2/2\), so \(a=-q^2/2\), independent of \(k\). Then \((a+b)^2-(a-b)^2=4ab<0\) and \(A<0\). At \(k=k_F\) the two step functions cancel, so \(\Delta\Sigma(k_F)\) is the integral of \(\Delta W\) against the positive weight \(-A\):
\[
\Delta\Sigma_{\rm both}(k_F)>0>\Delta\Sigma_W(k_F).
\]
The vertex in \(W\) alone lowers the chemical potential, and the vertex in both places raises it.

The value at \(k_F\) can be reached by a second route. From the definition, \(\delta\chi_0(q,i\nu)/\delta n_{k\sigma}=-2\Delta/(\Delta^2+\nu^2)\) with \(\Delta=-(a-bx)\). An energy density \(E=\int\frac{d^3q}{(2\pi)^3}\int_0^\infty\frac{d\nu}{2\pi}F(\chi_0)\) with \(F'=-W_c\) then has \(\delta E/\delta n_{k\sigma}=\frac1\pi\int\!\!\int W_c\,\Delta/(\Delta^2+\nu^2)=\Sigma_{\rm line}\). With \(h(y)=[\ln(1-y)+y]/y^2\), one has \(\frac{d}{d\chi_0}[\chi_0^2h(u\chi_0)]=-\chi_0/(1-u\chi_0)\), so \(F\) is \(v^2\chi_0^2h(v\chi_0)\), \(vu\chi_0^2h(u\chi_0)\) or \(v^2\chi_0^2h(u\chi_0)\). A finite difference \(dE/dn\) at fixed \(f\) was tested against \(\Sigma_c(k_F)\) to \(2\times10^{-5}\) Ha. Line plus residue was tested, on and off shell, against the direct pole sum for a single-pole \(W_c\).

**Where the dependence on k lives**

On shell, \(k\) enters the line term through \(b\) alone. With \(z=a+i\nu\) and \(b<|z|\), the geometric series of \(1/(z-bx)\), whose odd powers of \(x\) integrate to zero, gives
\[
A=2\,\mathrm{Re}\Big[\frac1z+\frac{b^2}{3z^3}+\dots\Big].
\]
For \(\nu\gg|a|,b\), \(\mathrm{Re}\,z^{-1}\to a/\nu^2\), and \(z^{-3}=(i/\nu^3)(1+3ia/\nu+\dots)\) has real part \(-3a/\nu^4\). With \(\mathrm{Re}\,z^{-1}=a/(a^2+\nu^2)\) expanded one order further, \(A\to(2a/\nu^2)(1-a^2/\nu^2-b^2/\nu^2)\), where only the last term depends on \(k\): frequencies above \(kq\) and \(q^2/2\) shift all \(k\) alike, to leading order. At small \(q\) this \(A\) is about \(-q^2/\nu^2\), so the weight in \(\Sigma_{\rm line}\) goes as \(q^4dq\), and the uncancelled \(|f|/4\) at \(\nu\approx\omega_p\) and small \(q\) contributes little to the shift or to its dispersion. For \(q\gg 2k\), \(|z|\ge q^2/2\gg b\) at any \(\nu\), and again \(k\) drops out at leading order. The residue joins \(\mathbf k\) to a state between \(k\) and \(k_F\) and vanishes for \(q>k+\max(k,k_F)\). For \(k\lesssim k_F\), the kernel therefore depends on \(k\) at leading order only for \(q\lesssim2k_F\) and \(\nu\lesssim qk_F\). Contributions of opposite sign inside this region can cancel, and the subleading \(k\) dependence from outside it then matters; this happens with both vertices at \(r_s=4\), as the splits below show.

A static \(\Delta W(q)\) shows how this region acts. Since \(\frac1\pi\int_0^\infty d\nu\,s/(s^2+\nu^2)=\frac12\mathrm{sgn}\,s\), line and residue add to \(-\frac12\mathrm{sgn}(\omega-e)+\theta(\omega-e)-\theta(\varepsilon_F-e)=\frac12-\theta(\varepsilon_F-e)\), and \(\Delta\Sigma(k)=\int\frac{q^2dq}{4\pi^2}\Delta W(q)\,w_k(q)\) with \(w_k=\int dx\,[\frac12-\theta]\). Put \(y=q/k_F\). At \(k=0\), \(w=-1\) for \(y<1\) and \(+1\) beyond. At \(k_F\) the state \(\mathbf k+\mathbf q\) is occupied for \(x<-y/2\), an interval of length \(1-y/2\), so \(w=y/2\) for \(y<2\) and \(1\) beyond. The difference is
\[
w_{k_F}-w_0=\begin{cases}1+y/2,& y<1\\ -(1-y/2),&1<y<2\\ 0,&y>2,\end{cases}
\]
and \(\int_0^1y^2(1+\frac y2)dy=\frac13+\frac18=\frac{11}{24}\) equals \(\int_1^2y^2(1-\frac y2)dy=\frac73-\frac{15}8=\frac{11}{24}\). A static contact interaction gives no dispersion between these two points. Dispersion measures the imbalance of \(\Delta W\) between the inner window \(q<k_F\) and the outer window \(k_F<q<2k_F\), which enter with opposite signs when \(\Delta W\) has one sign. \(\Delta W_W\) starts at \(f\) at \(q=0\) and has already fallen to \(f/[2(2-f\chi_0)]\), about \(0.30f\) at \(r_s=2\) and \(0.36f\) at \(r_s=4\), where \(|v\chi_0|=1\), so it is weighted towards the inner window. The factor \(1/(v\chi_0)\) removes weight where \(|v\chi_0|>1\), which at zero frequency includes the whole inner window, and adds weight only where \(|v\chi_0|<1\), that is for static \(q\) above about \(1.1k_F\) at \(r_s=2\) and \(1.5k_F\) at \(r_s=4\). How close the two windows then come to balance depends on the frequency dependence and has to be computed.

**Where the shift comes from**

For \(q\gg k_F\), \(\Delta\to\omega_q=q^2/2\) for all occupied \(p\), so \(\chi_0\to-2n\omega_q/(\omega_q^2+\nu^2)\) and \(D\to1\). The frequency integrals have the form \(\int_0^\infty d\nu\frac{\omega_q}{\omega_q^2+\nu^2}2\,\mathrm{Re}\,g(i\nu)\) with \(g(s)=(s-\omega_q)^{-m}\). Because \(g(-i\nu)=g(i\nu)^*\), this is the integral of \(g\) over the whole \(\nu\) axis. The pole of \(g\) is at \(\nu=-i\omega_q\), so closing above picks up \(\nu=i\omega_q\), where \(s=-\omega_q\), and gives \(\pi g(-\omega_q)=\pi/(-2\omega_q)^m\). With \(m=1\) and \(3\),
\[
\int_0^\infty\! d\nu\,vf\chi_0A=-2nvf\Big[\frac{\pi}{-2\omega_q}+\frac{b^2}{3}\frac{\pi}{(-2\omega_q)^3}\Big]=\frac{\pi nvf}{\omega_q}\Big[1+\frac{k^2}{3q^2}\Big],
\]
using \(b^2/(12\omega_q^2)=k^2/3q^2\). Multiplying by \(-q^2/4\pi^3\), with \(q^2v=4\pi\) and \(1/\omega_q=2/q^2\),
\[
\frac{d\Delta\Sigma_{\rm both}}{dq}\to\frac{2|f|n}{\pi q^2}\Big[1+\frac{k^2}{3q^2}+\dots\Big].
\]
Corrections of relative order \(k_F^2/q^2\) from \(\chi_0\) and \(D\) do not depend on \(k\). For the vertex in \(W\) alone, \(\chi_0^2A\to-8n^2\omega_q^3/(\omega_q^2+\nu^2)^3\). Differentiating \(\int_0^\infty d\nu/(\omega^2+\nu^2)=\pi/2\omega\) twice with respect to \(\omega^2\) gives \(\int_0^\infty d\nu/(\omega^2+\nu^2)^3=3\pi/16\omega^5\), so the integral is \(-3\pi n^2/2\omega_q^2=-6\pi n^2/q^4\), and
\[
\frac{d\Delta\Sigma_W}{dq}\to-\frac{q^2}{4\pi^3}\,\frac{16\pi^2}{q^4}\,f\Big(\!-\frac{6\pi n^2}{q^4}\Big)=\frac{24fn^2}{q^6}.
\]
The three asymptotic terms were tested at \(q=40k_F\), to 1 % for the leading one and 2 % for the others.

Momenta above \(Q\gg k_F\) thus contribute \(2|f|n/\pi Q\) to \(\Delta\Sigma_{\rm both}\), with a \(k\)-dependent part smaller by \(k^2/9Q^2\). Large momentum transfer means short range, and a self-energy whose range is short against \(1/k\) acts as a local potential, which in a uniform system is a constant. The tail falls as \(1/Q\) because \(f\) stays constant while \(v\) falls: at large \(q\), \(W_c\) is of order \(vf\chi_0\) in place of \(v^2\chi_0\). A calculation that truncates \(q\) at \(Q\) misses this much of the absolute shift, while differences \(\Delta\Sigma(k)-\Delta\Sigma(k')\) converge as \(1/Q^3\). Quasiparticle energy differences inherit this rate only with the aligned start defined below; from the LDA start the missing shift leaks into them through the \(k\) dependence of \(Z\), as \(1/Q\).

The exchange part of the tail has a simple size. From \(v_x=-k_F/\pi\) and \(dk_F/dn=k_F/3n\), \(f_xn=-k_F/3\pi\), so for \(Q=ck_F\) the tail is \(2/(3\pi^2c)\) Ha at any density. At leading order the part above \(2k_F\) is \(27.2114/3\pi^2=0.92\) eV from exchange.

This part has derived the signs of the self-energy shifts at \(k_F\), located where their \(k\) dependence arises, and shown that the large-\(q\) tail with both vertices is nearly independent of \(k\). What remains is to turn the shifts into quasiparticle energies, compute them at \(r_s=2\) and 4, compare them with a reference, and ask what carries over to solids.
